# Why degeneracy leaves two-dimensional acoustic phonon mobility unchanged

**Question.** Electrons are added to a thin channel at constant temperature until the gas becomes degenerate. The electrons that carry current are now faster, and many final states for scattering are occupied. Why does neither change alter the mobility set by acoustic phonons?

**Answer.** Take one isotropic parabolic subband with mass $m$, energy $E=\hbar^2k^2/2m$ measured from its edge, and a confinement wavefunction $\psi(z)$ that does not change as electrons are added. Longitudinal phonons shift the band edge by $D$ times the local dilation, and the electrons do not screen this shift. Scattering stays within one valley and conserves spin.

Three facts are then at work. Faster electrons meet the same scattering strength and the same number of final states as slow ones. Pauli exclusion slows the departure of an excess electron from its state, but that electron also blocks arrivals, and the two effects add up to the unblocked rate. Finally, a smaller fraction of the electrons takes part in conduction, but each of these contributes more, in exact compensation.

**The phonons supply a disorder without a length scale**

Let a crystal of volume $V$ and mass density $\rho$ carry phonons of frequency $\omega=cq$. A mode with displacement component $u_{\mathbf q}$ has mean energy $\rho V\omega^2\langle|u_{\mathbf q}|^2\rangle$, because its kinetic and potential energies are equal on average. Setting this equal to $\hbar\omega(N+\tfrac12)$ gives

$$\langle|u_{\mathbf q}|^2\rangle=\frac{\hbar(2N+1)}{2\rho V\omega}.$$

The part with $N$ belongs to absorption and the part with $N+1$ to emission. Equipartition means $\hbar\omega\ll kT$, so that $2N+1\simeq2kT/\hbar\omega$. The dilation has amplitude $q|u_{\mathbf q}|$, and the mean square potential is

$$D^2q^2\langle|u_{\mathbf q}|^2\rangle=D^2q^2\frac{kT}{\rho V c^2q^2}=\frac{D^2kT}{\rho c^2V}.$$

Short waves strain the crystal more for a given displacement, but their thermal displacement is smaller. The powers of $q$ cancel.

The subband sees each wave through $F(q_z)=\int\psi^2e^{iq_zz}dz$. For a given in-plane momentum change, all values of $q_z$ contribute. Parseval's identity gives

$$\int\frac{dq_z}{2\pi}|F(q_z)|^2=\int\psi^4dz\equiv I.$$

With channel area $A$, the elastic transition rate is therefore

$$S(\mathbf k,\mathbf k')=\frac{2\pi}{\hbar}\frac{K}{A}\,\delta(E'-E),\qquad K=\frac{D^2kT\,I}{\rho c^2}.$$

It depends on neither the scattering angle nor the electron energy, apart from energy conservation. To find the momentum relaxation rate, weight each transition by $1-\cos\theta$, the fraction of forward momentum lost. Since $k'dk'=m\,dE'/\hbar^2$,

$$\frac1\tau=A\int\frac{k'dk'd\theta}{4\pi^2}S(1-\cos\theta)
=\frac{2\pi K}{\hbar}\frac{m}{4\pi^2\hbar^2}\int_0^{2\pi}(1-\cos\theta)d\theta
=\frac{mK}{\hbar^3}.$$

The constant density of states in two dimensions has removed the last possible dependence on energy.

**Pauli exclusion cancels from the net rate**

Let $f_0(E)$ be the Fermi function, and let an electric field change the occupation to $f=f_0+\delta f$, where $\delta f$ varies as the cosine of the direction of $\mathbf k$. On one energy circle the average occupation is still $f_0$. Because scattering is isotropic, losses and gains are

$$\text{loss}=\frac{(f_0+\delta f)(1-f_0)}{\tau},\qquad
\text{gain}=\frac{f_0(1-f_0-\delta f)}{\tau}.$$

Subtracting them gives

$$\text{gain}-\text{loss}=-\frac{\delta f}{\tau}\left[(1-f_0)+f_0\right]=-\frac{\delta f}{\tau}.$$

The first term in the bracket is the blocked departure of the excess electrons. The second is the arrival that they prevent. Counting departures alone would make the relaxation seem to slow down in a degenerate gas.

**A smaller fraction of carriers in the thermal window, but faster ones**

For a field $\mathcal E$ along $x$, the force on an electron is $-e\mathcal E$. In steady state the drift of the distribution balances collisions:

$$-e\mathcal E v_x\frac{\partial f_0}{\partial E}=-\frac{\delta f}{\tau},
\qquad \delta f=e\mathcal E\tau v_x\frac{\partial f_0}{\partial E}.$$

Let $g$ count spins and valleys, so the total density of states is $\nu=gm/2\pi\hbar^2$. The average of $v_x^2$ over directions is $v^2/2=E/m$. The current density is then

$$j=-e\int_0^\infty\nu\langle v_x\delta f\rangle dE
=\frac{e^2\tau\mathcal E}{m}\nu\int_0^\infty E\left(-\frac{\partial f_0}{\partial E}\right)dE.$$

Integrating by parts,

$$\int_0^\infty E\left(-\frac{\partial f_0}{\partial E}\right)dE
=-\left[Ef_0\right]_0^\infty+\int_0^\infty f_0dE=\int_0^\infty f_0dE.$$

The boundary term vanishes at both ends, and the electron density is $n=\nu\int f_0dE$. Thus $j=ne^2\tau\mathcal E/m$. Comparing this with $j=ne\mu\mathcal E$,

$$\boxed{\mu=\frac{e\tau}{m}=\frac{e\hbar^3\rho c^2}{m^2D^2kT\int\psi^4dz}}$$

The Fermi level has disappeared.

The integral can be split to show the compensation. Define the thermal-window fraction $w$ and the mean energy $\bar E$ in that window by

$$w=\frac{kT\int(-f_0')dE}{\int f_0dE},\qquad
\bar E=\frac{\int E(-f_0')dE}{\int(-f_0')dE},\qquad w\bar E=kT.$$

In the nondegenerate limit $w\to1$ and $\bar E\to kT$. In the strongly degenerate limit $w\to kT/E_F$ and $\bar E\to E_F$. The product is the same.

The conductivity $ne\mu$ still grows with density. The diffusion coefficient $D_n$ also changes. With no net current, diffusion balances drift, so $eD_n\,dn/dE_F=n\mu$. Since $dn/dE_F=\nu f_0(0)=wn/kT$, this gives $D_n=\mu kT/(ew)=\mu\bar E/e$, which rises with degeneracy.

**A three-dimensional contrast**

In three dimensions the density of states grows as $\sqrt E$, so the same phonon argument gives $\tau=aE^{-1/2}$. With $v_x^2$ averaging to $2E/3m$,

$$\mu_{3D}=\frac{2e}{3m}\frac{\int E^{3/2}\tau(-f_0')dE}{\int E^{1/2}f_0dE}
=\frac{2ea}{3m}\frac{\int f_0dE}{\int E^{1/2}f_0dE}.$$

For strong degeneracy this tends to $(ea/m)E_F^{-1/2}$, which falls as the Fermi level rises. Pauli blocking cancels here too. What has been lost is the constant density of final states.

**A channel at three densities**

Consider a 3 nm film at 300 K with hard walls and two occupied valleys, so $g=4$. The parameters are rough values in the regime of an ultrathin silicon (001) channel: $m=0.19m_e$, $D=12$ eV, $\rho=2330$ kg/m³ and $c=9000$ m/s. With $\psi^2=(2/L)\sin^2(\pi z/L)$,

$$I=\frac4{L^2}\int_0^L\sin^4\frac{\pi z}{L}dz=\frac4{L^2}\frac{3L}{8}=\frac3{2L}=0.50\ \text{nm}^{-1}.$$

In SI units $kT=4.142\times10^{-21}$ and $\rho c^2=1.887\times10^{11}$, so

$$K=\frac{(12\times1.602\times10^{-19})^2(4.142\times10^{-21})(5.0\times10^8)}{1.887\times10^{11}}
\simeq4.06\times10^{-59}.$$

Then $\tau=\hbar^3/(mK)=0.167$ ps, and $\mu=e\tau/m\simeq1550$ cm²/Vs, or 0.155 m²/Vs.

The Fermi level follows from $n=\nu kT\ln(1+e^{E_F/kT})$, with $\nu=1.587\times10^{14}$ eV⁻¹cm⁻² and $kT=25.85$ meV. The last column is $\mu_{3D}$ at the same $E_F/kT$, divided by its nondegenerate limit and evaluated by numerical quadrature.

| $n$ (cm⁻²) | $E_F$ (meV) | $w$ | $\bar E/kT$ | 3D ratio |
|---|---|---|---|---|
| $10^{11}$ | −95.7 | 0.9879 | 1.012 | 0.996 |
| $10^{12}$ | −33.3 | 0.8875 | 1.127 | 0.965 |
| $10^{13}$ | 60.6 | 0.3745 | 2.670 | 0.727 |

At the highest density the window fraction is little more than a third, while the mean energy in the window is 2.67 times $kT$. Their product is one, and the two-dimensional mobility stays at 1550 cm²/Vs. The three-dimensional mobility has lost 27%.

**When phonon energy matters**

Real phonons carry energy. Their effect can be estimated by giving the electrons a small common drift velocity $v$. Each equilibrium flow $f_0(E)[1-f_0(E')]S$ from $\mathbf k$ to $\mathbf k'$ then exceeds its reverse by the fraction $\hbar(\mathbf k-\mathbf k')\cdot\mathbf v/kT$, and each net transition removes momentum $\hbar(\mathbf k-\mathbf k')$. Counting each pair once and averaging over directions gives two factors of one half:

$$\frac1{\tau_d}=\frac1{4nmkTA}\sum_{\mathbf k,\mathbf k'}\hbar^2|\mathbf k-\mathbf k'|^2f_0(E)[1-f_0(E')]S.$$

Here $S$ includes the phonon energy and the full Bose factor, and the sum includes all $g$ spin and valley copies, with each transition staying within one copy. The drifted distribution is a trial solution. Since the linearized collision operator is symmetric and positive, the Cauchy–Schwarz inequality makes $e\tau_d/m$ a lower bound on the mobility. Numerical quadrature at 300 K puts this bound at about 1570 cm²/Vs for all three densities, 1.3 to 1.5% above the elastic value.

Degeneracy produced by cooling is different. Let $x=\hbar\omega/kT$. Relative to equipartition, absorption carries the factor $x/(e^x-1)$. For a strongly degenerate gas, detailed balance gives

$$\int f_0(E)[1-f_0(E+\hbar\omega)]dE
=\frac{\int[f_0(E)-f_0(E+\hbar\omega)]dE}{1-e^{-x}}
=\frac{kT\,x}{1-e^{-x}}.$$

The product of the two factors, relative to its elastic value, is $x^2/[4\sinh^2(x/2)]$. It is near one for small $x$ and exponentially small for large $x$. A phonon with $q=1$ nm⁻¹ has energy $\hbar cq\simeq5.9$ meV, about seven times $kT$ at 10 K. At that temperature and $10^{13}$ cm⁻², the drift calculation gives a mobility at least 32 times the equipartition formula. The gas is degenerate in both cases. The formula has failed because $\hbar\omega$ is no longer small against $kT$: absorption is frozen out, and spontaneous emission, which needs no thermal phonons, is blocked because its final states lie inside the filled Fermi sea.

**What a real channel changes**

At 300 K, screening is the largest correction calculated here at the two higher densities. Electrons reduce the phonon potential by the static dielectric function

$$\epsilon(Q)=1+\frac{e^2H(Q)\Pi(Q)}{2\epsilon_sQ},\qquad
H=\iint\psi^2(z)\psi^2(z')e^{-Q|z-z'|}dzdz',$$

where $Q=2k\sin(\theta/2)$, $\epsilon_s$ is 11.7 times the vacuum permittivity and is taken to fill all space, and $\Pi$ is the static density response of independent electrons,

$$\Pi(Q)=g\int\frac{d^2k}{4\pi^2}\frac{f_0(E_{\mathbf k})-f_0(E_{\mathbf k+\mathbf Q})}{E_{\mathbf k+\mathbf Q}-E_{\mathbf k}}.$$

Dividing $S$ by $\epsilon^2$ and repeating the angular and thermal averages numerically multiplies the mobility by about 1.04, 1.4 and 2.3 at the three densities. A real film is clad by other materials: thick oxide of relative permittivity 3.9 on both sides would raise these factors to about 1.06, 1.6 and 2.6. Nearby metal gates are not included. At long wavelength $\Pi\to dn/dE_F=\nu f_0(0)$, which rises as the band edge fills. Within this model, screening therefore destroys the independence of density.

The fixed wavefunction is a milder assumption. Solving the Schrödinger and Poisson equations together by finite differences, with normal mass $0.92m_e$, changes the mobility at $10^{13}$ cm⁻² by −4% for one gate and +5% for two equal gates. At this density one gate draws the charge to one side strongly enough to increase $I$, while two gates spread it toward both walls and reduce $I$.

The second subband lies $3\pi^2\hbar^2/(2m_zL^2)=136$ meV above the first, with $m_z=0.92m_e$. At the highest density and the same Fermi level it holds 2% as many electrons as the first. Its overlap integral $\int\psi_1^2\psi_2^2dz=1/L$ is two thirds of $I$, so electrons above 136 meV scatter at 5/3 of the original rate. This lowers the first-subband mobility by 5%, against 1% at the lowest density. The four other silicon valleys, confined with the light mass, start about 175 meV above the first subband and hold a similar 2% at the highest density; transfer to them is not included.

Nonparabolicity can be sized with $E(1+\alpha E)=\hbar^2k^2/2m$ and $\alpha=0.5$ eV⁻¹. The density of states rises by $1+2\alpha E$, $\tau$ falls by the same factor, and $v^2=2E(1+\alpha E)/[m(1+2\alpha E)^2]$. At fixed Fermi level the thermal average lowers the mobility by 9% at the lowest density and 16% at the highest, so a density dependence appears here as well. This estimate measures $E$ from the subband edge and leaves out the confinement energy, which also makes the in-plane mass heavier. Measuring $E$ from the bulk band edge instead, and adding the confinement term $\pi^2\hbar^2/2m_zL^2$ to the right-hand side of the dispersion, gives reductions of about 17% and 22%.

These numbers describe a model in the silicon regime, not a measured channel. Measured mobilities in silicon films this thin are roughly a few hundred cm²/Vs, well below the acoustic value. Rough interfaces, thickness variations, charged defects and optical phonons add scattering that the model omits, while its bulk sound waves and single deformation potential simplify the acoustic part. Of the departures sized above, screening moves the 300 K result furthest, by a factor of 2.3 at $10^{13}$ cm⁻² in a uniform dielectric. A density-dependent mobility in such a device therefore does not contradict the cancellation; it shows that at least one of its conditions is not met.
